\section*{Second-Order Valence Energy of One-Valence Atoms in Angular-Reduced Form, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the Hamiltonian to coupled interaction strengths}

\subsection{The result}

Consider an atom with closed core subshells and one electron $v$ outside them. Let $a,b$ denote core subshells and $m,n$ all other positive-energy subshells, including that of $v$. A subshell is specified by its relativistic angular number $\kappa$ and a radial number; its energy is $\varepsilon$, and $[x]=2x+1$. The second-order valence energy is
\begin{align}
E_v^{(2)}={}&-\sum_k\sum_{amn}
\frac{X_k(mnva)\,Z_k(mnva)}{[k][j_v](\varepsilon_m+\varepsilon_n-\varepsilon_v-\varepsilon_a)}\nonumber\\
&+\sum_k\sum_{abn}
\frac{X_k(vnab)\,Z_k(vnab)}{[k][j_v](\varepsilon_v+\varepsilon_n-\varepsilon_a-\varepsilon_b)}.
\label{result}
\end{align}
The direct strength $X_k$ contains one radial integral and two angular factors. The coupled strength adds exchange through a $6j$ symbol:
\begin{align}
X_k(ijrs)&=(-1)^k\langle\kappa_i\|C^k\|\kappa_r\rangle
\langle\kappa_j\|C^k\|\kappa_s\rangle R_k(ijrs),\label{X}\\
Z_k(ijrs)&=X_k(ijrs)+\sum_l[k]
\begin{Bmatrix}j_i&j_r&k\\j_j&j_s&l\end{Bmatrix}X_l(ijsr).
\label{Z}
\end{align}
Here $C^k_q=\sqrt{4\pi/[k]}\,Y_{kq}$, and $R_k$ is defined in \eqref{R}. No magnetic quantum number is left in \eqref{result}.

\subsection{Hamiltonian and orbitals}

We use atomic units, subtract the rest energy, and take the no-pair Dirac--Coulomb Hamiltonian: electrons may occupy positive-energy orbitals, and the Breit interaction is omitted. In this part, until subshells are named again, each index denotes one orbital with a definite magnetic number $\mu$. The Hamiltonian is
\begin{equation}
H=\sum_{ij}h_{ij}a_i^\dagger a_j
+\frac12\sum_{ijrs}g_{ijrs}a_i^\dagger a_j^\dagger a_s a_r,
\end{equation}
where $h$ is the Dirac operator in the nuclear field and
\begin{equation}
g_{ijrs}=\iint \phi_i^\dagger(1)\phi_j^\dagger(2)\frac1{r_{12}}
\phi_r(1)\phi_s(2)\,d^3r_1d^3r_2 .
\end{equation}
Define $\tilde g_{ijrs}=g_{ijrs}-g_{ijsr}$. All orbitals are eigenfunctions of the Dirac--Hartree--Fock (DHF) operator of the closed core,
\begin{equation}
h_{ij}+u_{ij}=\varepsilon_i\delta_{ij},\qquad
u_{ij}=\sum_a\tilde g_{iaja}.
\label{fock}
\end{equation}
The valence electron does not contribute to $u$. Adding and subtracting $u$ gives $H=H_0+V$, with
\begin{align}
H_0&=\sum_i\varepsilon_i a_i^\dagger a_i,\\
V&=\frac12\sum_{ijrs}g_{ijrs}a_i^\dagger a_j^\dagger a_s a_r
-\sum_{ij}u_{ij}a_i^\dagger a_j .
\end{align}

The matrix elements are real with the orbitals introduced below. Exchange of the two integration variables and Hermiticity then give
\begin{equation}
g_{ijrs}=g_{jisr},\qquad g_{ijrs}=g_{rsij}.
\label{symmetry}
\end{equation}

\subsection{Which determinants contribute}

Let $\Phi$ be a determinant with occupied set $O$. Replace one occupied orbital $p$ by an empty orbital $x$. The two-body operator can do this by removing $p$ and a spectator $c$, then restoring $c$ and creating $x$. The two orders of removal and two orders of creation give four terms. They cancel the factor $1/2$ and leave one direct and one exchange integral. The matrix element is therefore, up to a determinant phase,
\begin{equation}
\langle\Phi_p^x|V|\Phi\rangle
=\sum_{c\in O}\tilde g_{xcpc}-u_{xp}.
\label{single}
\end{equation}
Replacing $p,q$ by $x,y$ gives, again up to a phase,
\begin{equation}
\langle\Phi_{pq}^{xy}|V|\Phi\rangle=\tilde g_{xypq}.
\label{double}
\end{equation}
The phases disappear when matrix elements are squared.

For the bare core, the sum over $c$ in \eqref{single} is $u_{xp}$. Single substitutions therefore vanish. For the atom with one more electron, the core part still cancels and the spectator $v$ remains:
\begin{equation}
\langle\Phi_b^n|V|\Phi\rangle=\tilde g_{nvbv},\qquad
\langle\Phi_v^n|V|\Phi\rangle=\tilde g_{nvvv}=0.
\label{valencesingle}
\end{equation}
The first is the excitation of a core electron by the valence electron. The second says that the valence orbital is not mixed with another orbital at first order.

The first-order energy difference also vanishes. Adding $v$ adds $\sum_a\tilde g_{vava}$ to the two-body expectation value and subtracts $u_{vv}$, which is the same number. Thus $\varepsilon_v$ is the valence energy through first order, and $E_v^{(2)}$ is the next correction.

\subsection{Subtraction of the core energy}

Second-order perturbation theory gives minus the squared coupling divided by the excitation energy. For the bare core,
\begin{equation}
E_{\rm core}^{(2)}=-\sum_{a<b}\sum_{x<y}
\frac{\tilde g_{xyab}^2}{\varepsilon_x+\varepsilon_y-\varepsilon_a-\varepsilon_b},
\label{core}
\end{equation}
where $x,y$ run over all orbitals outside the core, including $v$.

For the atom, three kinds of intermediate determinant occur:
\begin{align}
E_{\rm atom}^{(2)}={}&-\sum_{a<b}\sum_{\substack{x<y\\x,y\ne v}}
\frac{\tilde g_{xyab}^2}{\varepsilon_x+\varepsilon_y-\varepsilon_a-\varepsilon_b}\nonumber\\
&-\sum_b\sum_{\substack{x<y\\x,y\ne v}}
\frac{\tilde g_{xyvb}^2}{\varepsilon_x+\varepsilon_y-\varepsilon_v-\varepsilon_b}
-\sum_b\sum_{n\ne v}
\frac{\tilde g_{nvbv}^2}{\varepsilon_n-\varepsilon_b}.
\label{atom}
\end{align}
The last sum supplies the pairs missing from the second. If the pair $x,y$ consists of $v,n$, its gap is
$\varepsilon_v+\varepsilon_n-\varepsilon_v-\varepsilon_b=\varepsilon_n-\varepsilon_b$, and $\tilde g_{vnvb}^2=\tilde g_{nvbv}^2$ by \eqref{symmetry}. The last two sums thus combine into one sum over all excited pairs.

On subtracting \eqref{core}, core pair excitations that leave $v$ empty cancel. Those that would fill $v$ occur in the bare core but are forbidden in the atom. Their removal raises the energy:
\begin{align}
E_v^{(2)}={}&-\sum_b\sum_{x<y}
\frac{\tilde g_{xyvb}^2}{\varepsilon_x+\varepsilon_y-\varepsilon_v-\varepsilon_b}\nonumber\\
&+\sum_{a<b}\sum_n
\frac{\tilde g_{vnab}^2}{\varepsilon_v+\varepsilon_n-\varepsilon_a-\varepsilon_b}.
\label{squares}
\end{align}
The value $n=v$ may be included because $\tilde g_{vvab}=g_{vvab}-g_{vvba}=0$.

We call the first sum the pair term and the second the blocked-core term. If all gaps are positive, the first is nonpositive and the second nonnegative. These sign statements concern the complete antisymmetrized sums; individual exchange terms have no such property.

\subsection{From squares to products}

An ordered pair sum counts each unordered pair twice, so $\sum_{x<y}=\frac12\sum_{xy}$; equal indices contribute zero. Expand one factor of $\tilde g$:
\begin{equation}
\frac12\sum_{xy}\frac{\tilde g_{xyvb}^2}{D_{xy}}
=\frac12\sum_{xy}\frac{g_{xyvb}\tilde g_{xyvb}}{D_{xy}}
-\frac12\sum_{xy}\frac{g_{xybv}\tilde g_{xyvb}}{D_{xy}},
\end{equation}
where the gap $D_{xy}$ is symmetric in $x,y$. Rename $x\leftrightarrow y$ in the last sum. Then $g_{yxbv}=g_{xyvb}$ and $\tilde g_{yxvb}=-\tilde g_{xyvb}$. The last sum, with its sign, equals the first. The same argument applies to $a,b$ in the blocked-core term. Hence
\begin{align}
E_v^{(2)}={}&-\sum_{amn}
\frac{g_{mnva}\tilde g_{mnva}}{\varepsilon_m+\varepsilon_n-\varepsilon_v-\varepsilon_a}\nonumber\\
&+\sum_{abn}\frac{g_{vnab}\tilde g_{vnab}}{\varepsilon_v+\varepsilon_n-\varepsilon_a-\varepsilon_b}.
\label{magnetic}
\end{align}
What remains is to perform the magnetic sums.

\subsection{Separation of radius and angle}

Write a central-field orbital as
\begin{equation}
\phi_{n\kappa\mu}(\mathbf r)=\frac1r
\begin{pmatrix}iP_{n\kappa}(r)\Omega_{\kappa\mu}(\hat r)\\
Q_{n\kappa}(r)\Omega_{-\kappa,\mu}(\hat r)\end{pmatrix},
\end{equation}
with real $P,Q$. The spinor $\Omega_{\kappa\mu}$ couples orbital angular momentum $l$ and spin $1/2$, in that order, to $j=|\kappa|-1/2$. Here $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$.

The large and small components have the same multipole matrix element. To see this, use $\Omega_{-\kappa,\mu}=-\sigma_r\Omega_{\kappa\mu}$, where $\sigma_r=\boldsymbol\sigma\cdot\hat r$. The function $C^k_q(\hat r)$ commutes with $\sigma_r$, and $\sigma_r^2=1$. The two minus signs cancel:
\begin{equation}
\langle-\kappa\mu|C^k_q|-\kappa'\mu'\rangle
=\langle\kappa\mu|C^k_q|\kappa'\mu'\rangle.
\end{equation}
The radial transition density is consequently $\rho_{ir}=P_iP_r+Q_iQ_r$. The multipole expansion
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}
\sum_{q=-k}^k(-1)^qC^k_q(1)C^k_{-q}(2)
\end{equation}
then leads to the Slater integral
\begin{equation}
R_k(ijrs)=\int_0^\infty\!\!\int_0^\infty
\rho_{ir}(r_1)\frac{r_<^k}{r_>^{k+1}}\rho_{js}(r_2)\,dr_1dr_2.
\label{R}
\end{equation}

The Wigner--Eckart convention is
\begin{equation}
\langle\kappa\mu|C^k_q|\kappa'\mu'\rangle
=(-1)^{j-\mu}\begin{pmatrix}j&k&j'\\-\mu&q&\mu'\end{pmatrix}
\langle\kappa\|C^k\|\kappa'\rangle.
\label{we}
\end{equation}
Define the angular tensor
\begin{align}
T_k(ijrs)={}&\sum_q(-1)^{k+q}(-1)^{j_i-\mu_i+j_j-\mu_j}\nonumber\\
&\times\begin{pmatrix}j_i&k&j_r\\-\mu_i&q&\mu_r\end{pmatrix}
\begin{pmatrix}j_j&k&j_s\\-\mu_j&-q&\mu_s\end{pmatrix}.
\label{T}
\end{align}
Insertion of \eqref{we} into the multipole expansion gives
\begin{equation}
g_{ijrs}=\sum_k T_k(ijrs)X_k(ijrs).
\label{gX}
\end{equation}
The factor $(-1)^k$ in $T_k$ cancels the one in $X_k$. It is introduced because it removes multipole-dependent phases from the exchange formula.

\subsection{The reduced angular factors}

The reduced element follows from evaluating a spinor density on the positive $z$ axis. Completeness of spherical harmonics gives
\begin{equation}
\Omega_{\kappa\mu}^\dagger(\hat r)\Omega_{\kappa'\mu}(\hat r)
=\sum_{kq}\frac{[k]}{4\pi}C^{k*}_q(\hat r)
\langle\kappa\mu|C^k_q|\kappa'\mu\rangle.
\end{equation}
At $\hat r=\hat z$, $C^k_q=\delta_{q0}$. The explicit spin-angle coefficients give nonzero spinors for $\mu=\pm1/2$ alone:
\begin{equation}
\Omega_{\kappa,\pm1/2}(\hat z)=\eta_\pm\sqrt{\frac{[j]}{8\pi}}\,\chi_\pm,
\quad \eta_+=-\operatorname{sgn}\kappa,\quad \eta_-=1.
\end{equation}
Use \eqref{we}, multiply the density by the phase and $3j$ symbol of the desired $k$, and sum over $\mu$. Since $\sum_\mu(3j)_k(3j)_{k'}=\delta_{kk'}/[k]$ at $q=0$,
\begin{equation}
\langle\kappa\|C^k\|\kappa'\rangle
=\frac{\sqrt{[j][j']}}2\sum_{\mu=\pm1/2}
(-1)^{j-\mu}\eta_\mu\eta'_\mu
\begin{pmatrix}j&k&j'\\-\mu&0&\mu\end{pmatrix}.
\end{equation}
Reversing the lower row gives $(-1)^{j+j'+k}$, while $(-1)^{j+1/2}=-(-1)^{j-1/2}$. The two terms therefore combine with the factor
\begin{equation}
\frac12\left[\eta_+\eta'_+-(-1)^{j+j'+k}\right].
\end{equation}
Because $j=l-\frac12\operatorname{sgn}\kappa$, this factor is zero for odd $l+l'+k$. For an even sum it equals both $\eta_+\eta'_+$ and $-(-1)^{j+j'+k}$. Exchanging the last two columns of the $3j$ symbol cancels the latter parity factor and leaves
\begin{equation}
\langle\kappa\|C^k\|\kappa'\rangle
=(-1)^{j+1/2}\sqrt{[j][j']}
\begin{pmatrix}j&j'&k\\-\frac12&\frac12&0\end{pmatrix}
\label{reduced}
\end{equation}
when $l+l'+k$ is even, and zero otherwise. Interchanging the two states multiplies the element by $(-1)^{j-j'}$.

\section{Recoupling, limits and sodium}

\subsection{Symbols and results carried forward}

The core orbitals are $a,b$, the other orbitals $m,n$, and the valence orbital $v$. Magnetic numbers are $\mu$, and $[x]=2x+1$. The energy is \eqref{magnetic}, a pair term minus the core correlation blocked by $v$. Each integral separates as $g_{ijrs}=\sum_kT_kX_k$: $T_k$, from \eqref{T}, holds the magnetic numbers, and $X_k$, from \eqref{X}, holds the radial integral and the reduced angular factors. We now write the exchanged integral in the same tensors and sum their products.

\subsection{Orthogonality of the direct tensors}

The $3j$ symbols obey
\begin{equation}
\sum_{\mu_i\mu_r}
\begin{pmatrix}j_i&k&j_r\\-\mu_i&q&\mu_r\end{pmatrix}
\begin{pmatrix}j_i&k'&j_r\\-\mu_i&q'&\mu_r\end{pmatrix}
=\frac{\delta_{kk'}\delta_{qq'}}{[k]}.
\end{equation}
In a product $T_kT_{k'}$, the phases containing $j_i-\mu_i$ and $j_j-\mu_j$ occur twice and become one. Summing over $\mu_i,\mu_r$ sets $k'=k$ and $q'=q$, with factor $1/[k]$. The other pair gives another $1/[k]$. There are $[k]$ values of $q$, so
\begin{equation}
\sum_{\mu_i\mu_j\mu_r\mu_s}T_k(ijrs)T_{k'}(ijrs)
=\frac{[k]}{[k]^2}\delta_{kk'}=\frac{\delta_{kk'}}{[k]}.
\label{orth}
\end{equation}
Different multipoles do not interfere in the direct energy.

The second-order valence energy is now the sum \eqref{magnetic} over individual orbitals, with each integral separated into angular tensors and strengths, and the direct tensors have been shown to be orthogonal. It remains to recouple the exchanged integral and perform the magnetic sums, which proves \eqref{result}, and then to examine its limits and apply it to sodium.
